# Sixth-Power Thickness Law for Roughness-Limited Mobility in Thin Hard-Wall Films

## The decision

Suppose a roughness-limited mobility has been calculated for one film thickness and is needed at another. Either the first value can be multiplied by the sixth power of the thickness ratio, or the subband states, screening and scattering rate must be calculated again. The choice depends on whether size confinement alone fixes the scattering potential and whether everything else in the rate stays constant.

For an ideal film the result to be derived is

\[
\mu=\frac{e\,m_z^2L^6}{\pi^5\hbar\,m^2\delta^2\lambda^2G(a)},\qquad
G(a)=e^{-a}[I_0(a)-I_1(a)],\qquad a=\frac{k_F^2\lambda^2}{2}. \tag{1}
\]

Here \(I_0,I_1\) are modified Bessel functions. The regime is one occupied subband, zero temperature, lowest Born order and no screening.

## Model and conventions

The film occupies \(0<z<L+\Delta(\mathbf r)\), where \(\mathbf r\) lies in the plane, and the wave function vanishes at both walls. The effective masses are \(m_z\) across the film and \(m\), isotropic, in the plane. The degeneracy \(g\) counts spins and valleys; scattering conserves both. The charge is \(-e\), with \(e>0\).

The thickness fluctuation has zero mean and correlation function

\[
\langle\Delta(\mathbf r)\Delta(0)\rangle=\delta^2e^{-r^2/\lambda^2}.
\]

The sheet density \(n\), the masses, \(\delta\) and \(\lambda\) are held fixed as \(L\) changes.

## From thickness to energy

The lowest state of the flat film is \(\phi(z)=\sqrt{2/L}\,\sin(\pi z/L)\), with energy

\[
E_1=\frac{\pi^2\hbar^2}{2m_zL^2}.
\]

Differentiation gives

\[
\delta E=-F\Delta,\qquad F=-\frac{dE_1}{dL}=\frac{\pi^2\hbar^2}{m_zL^3}=\frac{2E_1}{L}. \tag{2}
\]

A thicker region is a potential well, hence the minus sign. The potential varies as \(L^{-3}\), and the rate contains its square.

This argument treats the film as locally flat. To see whether that restricts \(\lambda\), flatten the wall with \(u=zL/(L+\Delta)\simeq z(1-\Delta/L)\). To first order in \(\Delta\),

\[
\partial_z^2\to\left(1-\frac{2\Delta}{L}\right)\partial_u^2,\qquad
\nabla\to\nabla-\frac{u\nabla\Delta}{L}\partial_u .
\]

Squaring the second operator gives

\[
\nabla^2\to\nabla^2-\frac{2u}{L}\nabla\Delta\cdot\nabla\partial_u-\frac{u}{L}(\nabla^2\Delta)\partial_u .
\]

The volume element also changes, \(dz=(1+\Delta/L)\,du\). Multiplying the wave function by \((1+\Delta/2L)\) restores ordinary normalization and adds to the Hamiltonian the commutator

\[
\left[\frac{\Delta}{2L},-\frac{\hbar^2}{2m}\nabla^2\right]
=\frac{\hbar^2}{4mL}\left(\nabla^2\Delta+2\nabla\Delta\cdot\nabla\right).
\]

Now average over \(\phi\). Integration by parts gives \(\int\phi\,u\phi'\,du=-\tfrac12\), so the gradient terms from \(\nabla^2\) become

\[
-\frac{\hbar^2}{2m}\left[\frac1L\nabla\Delta\cdot\nabla+\frac{1}{2L}\nabla^2\Delta\right]
=-\frac{\hbar^2}{4mL}\left(2\nabla\Delta\cdot\nabla+\nabla^2\Delta\right).
\]

They cancel the commutator. What remains is

\[
-\frac{\hbar^2}{2m_z}\left(-\frac{2\Delta}{L}\right)\left(-\frac{\pi^2}{L^2}\right)=-F\Delta .
\]

Thus (2) is the complete first-order potential within the lowest subband, without the requirement \(\lambda\gg L\). Coupling to other subbands affects scattering within this one at second order in \(\Delta\).

If both walls are rough, with upward displacements \(\Delta_t\) and \(\Delta_b\), mirror symmetry gives \(V=-F(\Delta_t-\Delta_b)\). For uncorrelated walls with the same \(\lambda\), the variances add: \(\delta^2=\delta_t^2+\delta_b^2\).

**A check on the full wave equation.** Let the upper wall be \(L+A\cos qx\). The states with wave numbers \(\pm q/2\) are coupled by \(-FA/2\), so first-order theory predicts a gap \(FA\). With \(A=0.01\) nm and \(q=2k_F=0.793\ \mathrm{nm^{-1}}\), the wave equation in the corrugated strip was solved numerically. At \(L=2\) nm the gap is 1.04456 meV, against \(FA=1.04453\) meV. The squared gaps at 2 and 4 nm give a mobility exponent of 6.000. Here \(qL\) runs from 1.6 to 3.2, so the corrugation is not slow on the scale of the thickness.

## The scattering rate

For plane waves normalized in area \(A_0\), and \(\mathbf q=\mathbf k'-\mathbf k\), the averaged squared matrix element is \(F^2S(q)/A_0\). The roughness spectrum is the Fourier transform of the correlation function. It factors into two Gaussian integrals, each equal to \(\sqrt\pi\,\lambda e^{-q_i^2\lambda^2/4}\):

\[
S(q)=\pi\delta^2\lambda^2e^{-q^2\lambda^2/4}.
\]

Fermi's golden rule, with the weight \(1-\cos\theta\) for the loss of forward momentum, reads

\[
\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}F^2S(q)(1-\cos\theta)\,\delta(E_{k'}-E_k).
\]

Since \(k'dk'=(m/\hbar^2)\,dE'\), the energy integral leaves

\[
\frac1\tau=\frac{mF^2}{2\pi\hbar^3}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\qquad q=2k\sin\frac\theta2 . \tag{3}
\]

On the Fermi circle \(q^2\lambda^2/4=k_F^2\lambda^2\sin^2(\theta/2)=a(1-\cos\theta)\). With \(I_\nu(a)=(2\pi)^{-1}\int_0^{2\pi}e^{a\cos\theta}\cos\nu\theta\,d\theta\) for integer \(\nu\), the angular integral is

\[
e^{-a}\int_0^{2\pi}(1-\cos\theta)e^{a\cos\theta}d\theta=2\pi G(a).
\]

Therefore

\[
\frac1\tau=\frac{\pi mF^2\delta^2\lambda^2G(a)}{\hbar^3}
=\frac{\pi^5\hbar\,m\,\delta^2\lambda^2G(a)}{m_z^2L^6}. \tag{4}
\]

## From rate to mobility

Apply a field \(\mathcal E\) along \(x\). With \(f_0'=df_0/dE\) and transition rates \(W_{kk'}\), the linearized steady-state Boltzmann equation is

\[
-e\mathcal E v_xf_0'=-\sum_{k'}W_{kk'}\,[f_1(k)-f_1(k')].
\]

Try \(f_1=e\mathcal E\tau v_xf_0'\). Scattering is elastic and depends on \(|\theta|\), so the sideways part of \(\mathbf v'\) averages out and \(\sum W(v_x-v_x')=v_x/\tau\). The trial form solves the equation.

The density of states is \(D=gm/(2\pi\hbar^2)\), and the angular average of \(v_x^2\) is \(v_F^2/2\). At zero temperature \(-f_0'\) is a delta function at the Fermi energy, so the current density is

\[
j=-e\int D\,\langle v_xf_1\rangle\,dE=e^2\mathcal E\tau D\frac{v_F^2}{2}
=e^2\mathcal E\tau\,\frac{gk_F^2}{4\pi m}=\frac{ne^2\tau}{m}\mathcal E .
\]

The last step uses \(n=gk_F^2/(4\pi)\). Hence \(\mu=j/(ne\mathcal E)=e\tau/m\), and (4) gives (1). Because \(k_F\) is fixed by \(n\), \(G\) does not depend on \(L\), and the sixth power follows.

## Short and long correlation lengths

For \(a\ll1\), \(I_0\simeq1\) and \(I_1\simeq a/2\), so \(G\simeq1-3a/2\). The mobility is then nearly independent of density and varies as \((\delta\lambda)^{-2}\).

For \(a\gg1\), small angles dominate:

\[
G\simeq\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\theta^2}{2}e^{-a\theta^2/2}d\theta
=\frac{1}{2\sqrt{2\pi}\,a^{3/2}} .
\]

Since \(a^{3/2}\propto n^{3/2}\lambda^3\), now \(\mu\propto L^6n^{3/2}\lambda/\delta^2\): smoother roughness deflects electrons less.

Both limits keep \(L^6\) at fixed sheet density. If the volume density is fixed instead, \(n\propto L\). The exponent is still 6 for \(a\ll1\), but becomes \(6+3/2=7.5\) for \(a\gg1\). A comparison between films must state which density is held fixed.

## A worked film

The parameters are round model values: \(m_z=0.9m_0\), \(m=0.2m_0\), \(g=4\), \(n=5\times10^{12}\ \mathrm{cm^{-2}}=0.05\ \mathrm{nm^{-2}}\), \(\delta=0.2\) nm, \(\lambda=1.5\) nm and \(L=3\) nm.

The Fermi wave number is \(k_F=\sqrt{4\pi(0.05)/4}=0.396\ \mathrm{nm^{-1}}\), and the Fermi energy above the subband edge is \(E_F=29.9\) meV. The level \(E_1=46.42\) meV gives

\[
F=\frac{2(46.42)}{3}=30.95\ \mathrm{meV/nm},\qquad F\delta=6.19\ \mathrm{meV}.
\]

The roughness parameter is \(a=0.157(1.5)^2/2=0.177\), and \(G=0.770\). Using \(m/\hbar^2=k_F^2/(2E_F)\) in (4),

\[
\frac{\hbar}{\tau}=\frac{\pi k_F^2}{2E_F}(F\delta)^2\lambda^2G
=\frac{\pi(0.157)}{0.0598}(0.00619)^2(2.25)(0.770)\ \mathrm{eV}
\simeq0.55\ \mathrm{meV}.
\]

Thus \(\tau=1.20\) ps and \(\mu=e\tau/m=1.06\ \mathrm{m^2/(V\,s)}\), or about \(1.06\times10^4\ \mathrm{cm^2/(V\,s)}\). An explicit sum over final states reproduces the rate, and a numerical solution of the Boltzmann equation reproduces the mobility.

At 2 nm the factor \((2/3)^6=0.088\) reduces the mobility to about \(930\ \mathrm{cm^2/(V\,s)}\). At 5 nm it is about \(2.3\times10^5\ \mathrm{cm^2/(V\,s)}\). These are roughness-limited values. If another mechanism has a thickness-independent mobility \(\mu_o\) and the rates add, then

\[
\frac1{\mu_{\rm tot}}=\frac1\mu+\frac1{\mu_o},\qquad
\frac{d\ln\mu_{\rm tot}}{d\ln L}=6\,\frac{\mu_{\rm tot}}{\mu}.
\]

The total mobility shows the sixth power only while roughness supplies nearly all the scattering.

## How thin is too thin?

**Linearization.** With \(x=\Delta/L\), the local level is \(E_1(1+x)^{-2}=E_1(1-2x+3x^2-4x^3+\dots)\). For Gaussian \(\Delta\) and \(s=\delta/L\), \(\langle x^2\rangle=s^2\) and \(\langle x^4\rangle=3s^4\). The variance is

\[
E_1^2\left[4s^2+9(3s^4-s^4)+2(-2)(-4)(3s^4)\right]
=F^2\delta^2\left(1+\frac{33}{2}s^2\right)
\]

through fourth order in \(s\). Taken literally, the Gaussian tail includes \(\Delta=-L\), where the film closes and the average diverges. For \(L\ge2\) nm that point lies at least ten standard deviations out, and the numerical average leaves it out. The excess over the linearized variance is then 8% at 3 nm and 19% at 2 nm. This is not a complete mobility correction, since other second-order terms exist, but it shows that the 2 nm mobility does not deserve three digits.

**Weak scattering.** The Born treatment needs \(k_F\ell\gg1\), where \(\ell=v_F\tau\). The product is 109 at 3 nm but only 9.6 at 2 nm. At 2 nm, \(F\delta\) has risen to about 21 meV, comparable with \(E_F\).

**Barrier penetration.** Let the barrier have height \(V_0\) and the same mass as the film. With \(E=\hbar^2k^2/(2m_z)\), \(k_0^2=2m_zV_0/\hbar^2\) and \(\kappa^2=k_0^2-k^2\), the even ground state obeys \(k\tan(kL/2)=\kappa\), or \(kL/2=\arccos(k/k_0)\). Differentiating,

\[
\frac{L\,dk+k\,dL}{2}=-\frac{dk}{\kappa}
\quad\Rightarrow\quad
\frac{dE}{dL}=\frac{2E}{k}\frac{dk}{dL}=-\frac{2E}{L+2/\kappa}. \tag{5}
\]

For a high barrier \(b=1/\kappa\) is nearly constant, so \(k\propto(L+2b)^{-1}\) and \(dE/dL\propto(L+2b)^{-3}\). The local mobility exponent is then approximately \(6L/(L+2b)\). For \(V_0=3\) eV and \(L=3\) nm, \(b=0.12\) nm and the estimate is 5.56; direct differentiation gives 5.555. Penetration matters more as \(L\) falls, so the law has a lower thickness limit as well as an upper one.

## How thick is too thick?

**A second subband.** Since \(E_2-E_1=3E_1\), the second subband is empty at zero temperature when \(3E_1>E_F\):

\[
L<\frac{\pi}{k_F}\sqrt{\frac{3m}{m_z}}=6.47\ \mathrm{nm}
\]

for the worked film. Above this, scattering between subbands must be included.

**A transverse force.** Add a potential energy \(fz\), with \(f>0\), which presses electrons towards \(z=0\). The state obeys

\[
-\frac{\hbar^2}{2m_z}\phi''+fz\phi=E\phi .
\]

To find the response to moving the top wall, differentiate this equation with respect to \(L\), multiply by \(\phi\) and integrate. The boundary terms leave \(dE/dL=(\hbar^2/2m_z)\,\phi'(L)\,\partial_L\phi(L)\). Since \(\phi\) vanishes at the moving wall, \(\partial_L\phi(L)=-\phi'(L)\), and

\[
F_t=-\frac{dE}{dL}=\frac{\hbar^2}{2m_z}\phi'(L)^2 .
\]

Likewise \(F_b=(\hbar^2/2m_z)\phi'(0)^2\) for an outward shift of the bottom wall. Multiplying the wave equation by \(\phi'\) and integrating, with \(\int z\phi\phi'dz=-\tfrac12\) and \(\int\phi\phi'dz=0\), gives

\[
F_b-F_t=f. \tag{6}
\]

At \(L=3\) nm and \(f=10\) meV/nm, the two forces are 36.23 and 26.23 meV/nm. For equally rough, uncorrelated walls and slowly varying roughness, the rate is proportional to \(F_b^2+F_t^2\).

In a thin film both forces approach \(F\), and the exponent is 6. In a thick film the state is held near \(z=0\) and no longer reaches the top wall. Then \(F_t\to0\), (6) gives \(F_b\to f\), and the thickness drops out. Setting \(F=f\) estimates the crossover:

\[
L_f=\left(\frac{\pi^2\hbar^2}{m_zf}\right)^{1/3}=4.37\ \mathrm{nm}.
\]

The calculated exponent is 5.75 at 3 nm, 3.00 at 5 nm and 0.00 at 20 nm. These values describe scattering within the lowest subband at a fixed Fermi wave number; the filling of other subbands and scattering between subbands are left out. Here the force spoils the law before the second-subband limit of the force-free film is reached.

The value 10 meV/nm is only an example. If all the electrons are drawn in by a gate on one side, Gauss's law makes the electric force fall from \(e^2n/(\epsilon_0\epsilon_r)\) at the gate side to zero at the other, where \(\epsilon_r\) is the relative permittivity. Its mean over the electrons is half the larger value, about 45 meV/nm for the worked density and \(\epsilon_r=10\). Used as \(f\), this lowers \(L_f\) to about 2.6 nm, so a 3 nm film filled in this way would already lie outside the sixth-power regime. Equal gates on both sides remove the mean force but not the repulsion among the electrons. Its mean energy in the flat state is \(-(e^2n/2\epsilon_0\epsilon_r)\langle|z-z'|\rangle\), with \(\langle|z-z'|\rangle=(\tfrac13-\tfrac{5}{4\pi^2})L=0.207L\). Half of its derivative with respect to \(L\) comes from the change of the state in the fixed potential. To first order this adds about 4.7 meV/nm, independent of \(L\), to each wall force, and the exponent at 3 nm falls to about \(6F/(F+4.7\ \mathrm{meV/nm})=5.2\).

## What screening changes

Let the bare potential energy be \(U_0\) and the screened one \(U\). In the Thomas–Fermi approximation the density response is \(\delta n=-DU\). In a uniform dielectric of relative permittivity \(\epsilon_r\), the Coulomb energy averaged over the subband is \(e^2H(qL)/(2\epsilon_0\epsilon_rq)\), where

\[
H(qL)=\int_0^L\!\!\int_0^L\phi(z)^2\phi(z')^2e^{-q|z-z'|}\,dz\,dz' .
\]

Solving \(U=U_0-e^2HDU/(2\epsilon_0\epsilon_rq)\) gives

\[
U=\frac{U_0}{\varepsilon(q)},\qquad
\varepsilon(q)=1+\frac{q_s}{q}H(qL),\qquad q_s=\frac{e^2D}{2\epsilon_0\epsilon_r}. \tag{7}
\]

The integrand in (3) is divided by \(\varepsilon^2\). As \(L\) grows the charge spreads out, \(H\) falls and screening weakens. The rate therefore decreases more slowly than \(L^{-6}\), and the local exponent lies below 6. As \(qL\to0\), \(H\to1\), screening no longer depends on \(L\), and the sixth power returns.

For \(\epsilon_r=10\), \(q_s=1.51\ \mathrm{nm^{-1}}\). At 3 nm and \(q=2k_F\), \(H=0.648\), so \(\varepsilon=1+(1.512/0.7927)(0.6482)=2.24\). The mobility rises to about \(6.9\times10^4\ \mathrm{cm^2/(V\,s)}\), 6.6 times the unscreened value, while the exponent falls to 5.59. The increase exceeds \(2.24^2=5.0\) because smaller-angle scattering has smaller \(q\) and is screened more strongly. Screening of \(-F\Delta\) thus changes the magnitude far more than the exponent. These figures are not the whole Coulomb correction. They omit the static repulsion described above and the potential of the charge displaced by the moving wall, which adds up to another 4.7 meV/nm to the force at small \(q\). Both terms depend weakly on \(L\), so they reduce the mobility and lower the exponent further, to roughly 4.5 at 3 nm in a locally flat estimate for equal gates. A film whose surroundings have a different permittivity needs a different Coulomb kernel.

## Using the law

At 3 nm the separate exponents are 5.75 with the transverse force, 5.56 with the finite barrier and 5.59 with screening. Their combined effect was not calculated, and the three departures should not simply be added. At the worked density the repulsion among the electrons, left out of all three, is a larger departure than any of them.

For rescaling from 3 to 2 nm, the ideal law divides the mobility by \(1.5^6=11.4\). With the 3 eV barrier, the force from (5) evaluated at both thicknesses gives a divisor of 9.1, so the ideal divisor is about 25% too large. Using the 3 nm exponent 5.555 throughout would give 9.5, because the exponent falls as the film thins. This figure counts the barrier alone. Screening and a transverse force also lower the exponent, so the total error can be larger. Where such an error is not acceptable even for a first estimate, or where \(L\) approaches \(L_f\) or the second-subband limit, the states and the rate should be recalculated at each thickness. The numerical output below lists the force, barrier and screening exponents quoted for 3 nm.

## Computed results

```
confinement mass = 0.9 m0, in-plane mass = 0.2 m0, g = 4
sheet density n = 5.0e+12 cm^-2
rms fluctuation delta = 0.2 nm, correlation length = 1.5 nm
reference thickness L = 3.0 nm
Fermi wave number kF = 0.3963 nm^-1
Fermi energy above the subband edge = 29.92 meV
lowest level E1 = 46.42 meV
wall force F = 30.95 meV/nm
rms level fluctuation F*delta = 6.19 meV
a = 0.1767, G(a) = 0.7702 (dimensionless)
scattering rate, formula = 8.3181e+11 s^-1
scattering rate, sum over final states = 8.3182e+11 s^-1
momentum relaxation time = 1.2022 ps
mobility, formula = 10572.3 cm^2/(V s) = 1.0572 m^2/(V s)
mobility, Boltzmann solution = 10572.3 cm^2/(V s)
L = 2.0 nm: mobility = 928.2 cm^2/(V s), kF*path = 9.6
L = 3.0 nm: mobility = 10572.3 cm^2/(V s), kF*path = 109.3
L = 4.0 nm: mobility = 59402.1 cm^2/(V s), kF*path = 614.2
L = 5.0 nm: mobility = 226600.9 cm^2/(V s), kF*path = 2342.9
corrugated strip: amplitude = 0.01 nm, q = 2kF = 0.7927 nm^-1
L = 2.0 nm: exact gap = 1.04456 meV, F*amplitude = 1.04453 meV
L = 3.0 nm: exact gap = 0.30949 meV, F*amplitude = 0.30949 meV
L = 4.0 nm: exact gap = 0.13056 meV, F*amplitude = 0.13057 meV
mobility exponent from exact gaps, 2 to 4 nm = 6.0001
L = 2.0 nm: level variance / linearized variance = 1.1934
L = 3.0 nm: level variance / linearized variance = 1.0784
L = 5.0 nm: level variance / linearized variance = 1.0270
second subband empty at T = 0 below L = 6.47 nm
transverse force = 0.01 eV/nm, crossover length = 4.37 nm
wall forces at L = 3.0 nm: bottom = 36.23 meV/nm, top = 26.23 meV/nm
L = 1.0 nm: exponent with transverse force = 6.000
L = 3.0 nm: exponent with transverse force = 5.745
L = 5.0 nm: exponent with transverse force = 3.001
L = 20.0 nm: exponent with transverse force = 0.001
barrier 3.0 eV: penetration 1/kappa at L = 3.0 nm = 0.1196 nm
barrier 3.0 eV: exponent at L = 3.0 nm = 5.555
barrier 30000 eV: exponent at L = 3.0 nm = 5.995
relative permittivity = 10.0, screening q_s = 1.5118 nm^-1
form factor H(2 kF L) at L = 3.0 nm = 0.6482
screened mobility at L = 3.0 nm = 69368 cm^2/(V s)
screened exponent at L = 3.0 nm = 5.592
screened exponent in the limit check L = 0.01 nm = 5.9980
```
